# When cross-heating in a transistor array is reciprocal: a guided problem: a program that tests the result

```python
"""
Reciprocity of the thermal resistance matrix of a transistor array.

Result under test: for steady linear conduction, div q = p, q = -K grad(theta),
    R_ij = integral of w_i * theta_j dV = R_ji      if K is a symmetric tensor,
where w_j is the normalized heating profile of finger j and theta_j the
temperature rise per watt in finger j. Layers, resistive interfaces and a
film coefficient at the sink are allowed. Also tested is the energy form
    R_ij = int grad(theta_j).K.grad(theta_i) dV + int r q_i q_j dA
           + int h theta_i theta_j dA.

Method: Chebyshev collocation in every layer of a cross-section (x lateral,
z downward). The collocation matrix is NOT symmetric, so a symmetric R is
not built in. Internal units: micrometre, watt, kelvin.
"""
import numpy as np
from types import SimpleNamespace
from scipy import sparse
from scipy.integrate import quad

# ---- rough round parameters of a silicon-on-insulator power cell ----
WIDTH, FINGER_LENGTH = 20.0, 200.0             # um
THICKNESS = (2.0, 1.0, 20.0)                   # um: film, oxide, handle
K_SI, K_OX = 140.0e-6, 1.4e-6                  # W/(um K)
R_INTERFACE = 1.0e-8 * 1e12                    # um^2 K/W
H_SINK = 5.0e6 * 1e-12                         # W/(um^2 K)
DOPED_DROP, DOPED_X, DOPED_WIDTH = 0.35, 7.5, 2.0
CENTRES = np.array([5.0, 10.0, 14.5])          # um
SIGMAS = np.array([0.9, 1.3, 1.0])             # um
DEPTHS = np.array([0.5, 1.2, 0.8])             # um
SENSOR_SHIFT, SENSOR_SIGMA, SENSOR_DEPTH = 1.2, 0.9, 0.5   # um
POWERS = np.array([0.100, 0.060, 0.040])       # W
T_SINK, K_EXPONENT = 300.0, 1.3                # K, k_Si ~ T^-exponent
PHONON_PATH = 0.3                              # um


def chebyshev(n, length):
    """Nodes on [0, length], differentiation matrix, quadrature weights."""
    j = np.arange(n + 1)
    t = np.cos(np.pi * j / n)
    c = np.ones(n + 1)
    c[[0, -1]] = 2.0
    c = c * (-1.0) ** j
    D = np.outer(c, 1 / c) / (t[:, None] - t[None, :] + np.eye(n + 1))
    D -= np.diag(D.sum(axis=1))
    moments = np.zeros(n + 1)
    moments[::2] = 2.0 / (1.0 - j[::2] ** 2.0)
    weights = np.linalg.solve(np.cos(np.pi * np.outer(j, j) / n), moments)
    return length * (1 - t) / 2, -2 / length * D, length / 2 * weights


def make_grid(nx, nzs):
    x, D_x, w_x = chebyshev(nx, WIDTH)
    layers, start = [], 0
    for nz, thickness in zip(nzs, THICKNESS):
        z, D_z, w_z = chebyshev(nz, thickness)
        size = (nz + 1) * (nx + 1)
        idx = np.arange(size).reshape(nz + 1, nx + 1)
        layers.append(SimpleNamespace(
            part=slice(start, start + size), start=start, size=size,
            X=np.tile(x, nz + 1), Z=np.repeat(z, nx + 1),
            DX=sparse.kron(sparse.eye(nz + 1), D_x, format="csr"),
            DZ=sparse.kron(D_z, sparse.eye(nx + 1), format="csr"),
            volume=np.kron(w_z, w_x) * FINGER_LENGTH,
            top=idx[0], bottom=idx[-1],
            walls=idx[1:-1][:, [0, -1]].ravel(),
            interior=idx[1:-1, 1:-1].ravel()))
        start += size
    return SimpleNamespace(layers=layers, size=start,
                           area=w_x * FINGER_LENGTH,
                           volume=np.concatenate([l.volume for l in layers]))


def profiles(grid, centres, sigmas, depths):
    """Normalized profiles (1/um^3), confined to the silicon film."""
    film = grid.layers[0]
    out = np.zeros((grid.size, len(centres)))
    for j, (c, s, d) in enumerate(zip(centres, sigmas, depths)):
        shape = np.exp(-(film.X - c) ** 2 / (2 * s * s) - film.Z / d)
        out[film.part, j] = shape / (film.volume @ shape)
    return out


def conductivity(grid, film_factor=1.0, xz=0.0, zx=0.0, rise=None):
    """Tensor components (xx, xz, zx, zz) at the nodes of each layer.
    xz and zx scale a local off-diagonal part in the film."""
    tensors = []
    for number, layer in enumerate(grid.layers):
        k = np.full(layer.size, K_OX if number == 1 else K_SI)
        local = np.zeros(layer.size)
        if number == 0:
            bump = np.exp(-((layer.X - DOPED_X) / DOPED_WIDTH) ** 2)
            k = k * film_factor * (1 - DOPED_DROP * bump)
            local = 0.4 * K_SI * np.exp(-((layer.X - 9.0) / 2.0) ** 2)
        if rise is not None and number != 1:
            k = k * (1 + rise[layer.part] / T_SINK) ** (-K_EXPONENT)
        tensors.append((k, xz * local, zx * local, k))
    return tensors


def solve_heat(grid, tensors, sources, drift=None):
    """Temperature rises for the source columns, and the flux operators.
    drift adds -a*theta to the flux (used for the linearized K(T) problem)."""
    A = np.zeros((grid.size, grid.size))
    b = np.zeros_like(sources)
    fluxes = []
    for n, (layer, (kxx, kxz, kzx, kzz)) in enumerate(
            zip(grid.layers, tensors)):
        ax, az = (np.zeros(layer.size),) * 2 if drift is None else drift[n]
        qx = -(sparse.diags(kxx) @ layer.DX + sparse.diags(kxz) @ layer.DZ
               + sparse.diags(ax)).tocsr()
        qz = -(sparse.diags(kzx) @ layer.DX + sparse.diags(kzz) @ layer.DZ
               + sparse.diags(az)).tocsr()
        fluxes.append((qx, qz))
        divergence = (layer.DX @ qx + layer.DZ @ qz).tocsr()
        rows = layer.start + layer.interior
        A[rows, layer.part] = divergence[layer.interior].toarray()
        b[rows] = sources[rows]
        A[layer.start + layer.walls, layer.part] = qx[layer.walls].toarray()
    first, last = grid.layers[0], grid.layers[-1]
    A[first.start + first.top, first.part] = fluxes[0][1][first.top].toarray()
    for n in range(len(grid.layers) - 1):
        up, low = grid.layers[n], grid.layers[n + 1]
        above, below = up.start + up.bottom, low.start + low.top
        q_up = fluxes[n][1][up.bottom].toarray()
        A[above, up.part] = -R_INTERFACE * q_up      # temperature jump = r q
        A[above, above] += 1.0
        A[above, below] -= 1.0
        A[below, up.part] = q_up                     # flux continuity
        A[below, low.part] = -fluxes[n + 1][1][low.top].toarray()
    rows = last.start + last.bottom
    A[rows, last.part] = fluxes[-1][1][last.bottom].toarray()
    A[rows, rows] -= H_SINK
    scale = np.abs(A).max(axis=1)[:, None]
    return np.linalg.solve(A / scale, b / scale), fluxes


def average(grid, weights, theta):
    return (weights * grid.volume[:, None]).T @ theta


def energy_parts(grid, fluxes, theta):
    """Film, oxide, handle, interfaces and sink terms of the energy form."""
    parts = []
    for layer, (qx, qz) in zip(grid.layers, fluxes):
        t, v = theta[layer.part], layer.volume[:, None]
        parts.append(-((qx @ t) * v).T @ (layer.DX @ t)
                     - ((qz @ t) * v).T @ (layer.DZ @ t))
    interface = 0.0
    for layer, (_, qz) in zip(grid.layers[:-1], fluxes[:-1]):
        q = (qz @ theta[layer.part])[layer.bottom]
        interface = interface + R_INTERFACE * (q * grid.area[:, None]).T @ q
    last = grid.layers[-1]
    t = theta[last.part][last.bottom]
    parts += [interface, H_SINK * (t * grid.area[:, None]).T @ t]
    return np.array(parts)


def asymmetry(M):
    return np.abs(M - M.T).max() / np.abs(M).max()


def mismatch(M, N):
    return np.abs(M - N).max() / np.abs(M).max()


TOL = 1e-4   # discretization allowance, relative to the largest element

# ---- main linear problem, with fingers and thermometers as sources ----
fine = make_grid(52, (14, 10, 18))
w = profiles(fine, CENTRES, SIGMAS, DEPTHS)
s = profiles(fine, CENTRES + SENSOR_SHIFT, [SENSOR_SIGMA] * 3,
             [SENSOR_DEPTH] * 3)
both, flux_ops = solve_heat(fine, conductivity(fine), np.hstack([w, s]))
theta, theta_sensor = both[:, :3], both[:, 3:]
R = average(fine, w, theta)
parts = energy_parts(fine, flux_ops, theta)
assert asymmetry(R) < TOL
assert mismatch(R, parts.sum(axis=0)) < TOL
assert np.linalg.eigvalsh((R + R.T) / 2).min() > 0

# symmetry emerges with refinement: it is not a property of the matrix used
coarse = make_grid(20, (8, 6, 10))
w_c = profiles(coarse, CENTRES, SIGMAS, DEPTHS)
R_coarse = average(coarse, w_c,
                   solve_heat(coarse, conductivity(coarse), w_c)[0])
assert asymmetry(R_coarse) > 10 * asymmetry(R)

# laterally averaged rise at the oxide top equals a hand-made series sum
oxide = fine.layers[1]
cell_area = WIDTH * FINGER_LENGTH
oxide_top = fine.area @ theta[oxide.part][oxide.top] / cell_area
series = (THICKNESS[1] / K_OX + R_INTERFACE + THICKNESS[2] / K_SI
          + 1 / H_SINK) / cell_area
assert np.allclose(oxide_top, series, rtol=TOL)

# thermometers displaced from the heat: S not symmetric, but exchange holds
S = average(fine, s, theta)
assert mismatch(S, average(fine, w, theta_sensor).T) < TOL
assert asymmetry(S) > 10 * TOL

# ---- tensor conductivity: symmetric tilt, antisymmetric part, transpose ----
R_tensor = []
for xz, zx in ((1, 1), (1, -1), (-1, 1)):
    t, ops = solve_heat(fine, conductivity(fine, xz=xz, zx=zx), w)
    R_tensor.append(average(fine, w, t))
    assert mismatch(R_tensor[-1], energy_parts(fine, ops, t).sum(axis=0)) < TOL
R_tilt, R_anti, R_anti_T = R_tensor
assert asymmetry(R_tilt) < TOL and mismatch(R_tilt, R) > 10 * TOL
assert asymmetry(R_anti) > 10 * TOL
assert mismatch(R_anti.T, R_anti_T) < TOL

# ---- neglected effect 1: silicon conductivity falls with temperature ----
medium = make_grid(36, (11, 7, 13))
w_m = profiles(medium, CENTRES, SIGMAS, DEPTHS)
R_medium = average(medium, w_m,
                   solve_heat(medium, conductivity(medium), w_m)[0])
assert mismatch(R, R_medium) < 1e-3      # coarser grid, still adequate


def nonlinear_rise(powers, start):
    rise = start
    for _ in range(40):
        new = solve_heat(medium, conductivity(medium, rise=rise),
                         (w_m @ powers)[:, None])[0][:, 0]
        change = np.abs(new - rise).max()
        rise = new
        if change < 1e-7:
            return rise
    raise RuntimeError("nonlinear iteration did not converge")


hot = nonlinear_rise(POWERS, np.zeros(medium.size))
k_hot = conductivity(medium, rise=hot)
drift = []
for number, layer in enumerate(medium.layers):
    local_rise = hot[layer.part]
    slope = (0.0 if number == 1 else
             -K_EXPONENT * k_hot[number][0] / (T_SINK + local_rise))
    drift.append((slope * (layer.DX @ local_rise),
                  slope * (layer.DZ @ local_rise)))
M = average(medium, w_m, solve_heat(medium, k_hot, w_m, drift)[0])
step = np.array([0.002, 0.0, 0.0])
difference = (nonlinear_rise(POWERS + step, hot)
              - nonlinear_rise(POWERS - step, hot)) / (2 * step[0])
column = average(medium, w_m, difference[:, None])[:, 0]
assert np.allclose(column, M[:, 0], rtol=5e-4)
assert asymmetry(M) > 10 * asymmetry(R_medium)
rise_linear = R @ POWERS
rise_hot = average(medium, w_m, hot[:, None])[:, 0]

# ---- neglected effect 2: phonon boundary scattering in the film ----
ratio = THICKNESS[0] / PHONON_PATH
film_factor = 1 - 1.5 / ratio * quad(
    lambda u: (u - u ** 3) * (1 - np.exp(-ratio / u)), 0, 1)[0]
R_thin = average(medium, w_m, solve_heat(
    medium, conductivity(medium, film_factor=film_factor), w_m)[0])
thin_change = np.abs(R_thin / R_medium - 1).max()

# ---- neglected effect 3: spreading beyond the finger ends ----
healing = np.sqrt(K_SI * THICKNESS[0] * (THICKNESS[1] / K_OX
                                         + 2 * R_INTERFACE))


def row(values, digits=2):
    return "  ".join(f"{v:.{digits}f}" for v in values)


print("cell width, finger length (um):", row([WIDTH, FINGER_LENGTH], 0))
print("film, oxide, handle thickness (um):", row(THICKNESS, 0))
print("k silicon, k oxide (W/(m K)):", row([K_SI * 1e6, K_OX * 1e6], 1))
print(f"doped region: k lowered at its centre by {100*DOPED_DROP:.0f} %,"
      f" centre {DOPED_X} um, 1/e half-width {DOPED_WIDTH} um")
print(f"resistance of each interface: {R_INTERFACE*1e-12:.1e} m^2 K/W")
print(f"sink film coefficient: {H_SINK*1e12:.1e} W/(m^2 K)")
print("finger centres (um):", row(CENTRES, 1))
print("finger Gaussian sigmas (um):", row(SIGMAS, 1))
print("heating decay depths (um):", row(DEPTHS, 1))
for i in range(3):
    print(f"R row {i+1} (K/W):", row(R[i], 3))
print(f"relative asymmetry of R, coarse grid: {asymmetry(R_coarse):.1e}")
print(f"relative asymmetry of R, fine grid: {asymmetry(R):.1e}")
print(f"energy form against R, relative: {mismatch(R, parts.sum(axis=0)):.1e}")
print("eigenvalues of R (K/W):", row(np.linalg.eigvalsh((R + R.T) / 2)))
print("energy parts: film, oxide, handle, interfaces, sink")
print("  of R_11 (K/W):", row(parts[:, 0, 0]))
print("  of R_13 (K/W):", row(parts[:, 0, 2]))
print(f"series resistance from oxide top to sink (K/W): {series:.3f}")
print("mean rise at oxide top per watt, fingers 1-3 (K/W):", row(oxide_top, 3))
print("powers (mW):", row(POWERS * 1e3, 0))
print("linear mean rises (K):", row(rise_linear))
print(f"thermometer shift, sigma, depth (um): "
      f"{row([SENSOR_SHIFT, SENSOR_SIGMA, SENSOR_DEPTH], 1)}")
print("displaced thermometers S_12, S_21 (K/W):", row([S[0, 1], S[1, 0]]))
print("displaced thermometers S_13, S_31 (K/W):", row([S[0, 2], S[2, 0]]))
print(f"relative asymmetry of S: {100*asymmetry(S):.2f} %")
print("off-diagonal film conductivity, peak (W/(m K)):", row([0.4e6 * K_SI], 0))
print(f"symmetric tilted tensor, asymmetry: {asymmetry(R_tilt):.1e}")
print("antisymmetric part, R_12, R_21 (K/W):",
      row([R_anti[0, 1], R_anti[1, 0]]))
print("antisymmetric part reversed, R_12, R_21 (K/W):",
      row([R_anti_T[0, 1], R_anti_T[1, 0]]))
print(f"sink temperature (K): {T_SINK:.0f}; k_Si exponent: -{K_EXPONENT}")
print("mean rises with k_Si(T) (K):", row(rise_hot))
for i in range(3):
    print(f"incremental matrix row {i+1} (K/W):", row(M[i]))
print("finite-difference column 1 (K/W):", row(column))
print(f"relative asymmetry of incremental matrix: {100*asymmetry(M):.2f} %")
print(f"phonon path (um): {PHONON_PATH}; film k factor: {film_factor:.3f}")
print(f"largest change of R from that factor: {100*thin_change:.2f} %")
print(f"film healing length (um): {healing:.1f}; over finger length: "
      f"{100*healing/FINGER_LENGTH:.1f} %")
print("all assertions hold")
```

It prints:

```
cell width, finger length (um): 20  200
film, oxide, handle thickness (um): 2  1  20
k silicon, k oxide (W/(m K)): 140.0  1.4
doped region: k lowered at its centre by 35 %, centre 7.5 um, 1/e half-width 2.0 um
resistance of each interface: 1.0e-08 m^2 K/W
sink film coefficient: 5.0e+06 W/(m^2 K)
finger centres (um): 5.0  10.0  14.5
finger Gaussian sigmas (um): 0.9  1.3  1.0
heating decay depths (um): 0.5  1.2  0.8
R row 1 (K/W): 319.323  264.554  237.685
R row 2 (K/W): 264.555  291.418  273.353
R row 3 (K/W): 237.685  273.353  308.876
relative asymmetry of R, coarse grid: 6.5e-03
relative asymmetry of R, fine grid: 6.9e-07
energy form against R, relative: 8.2e-07
eigenvalues of R (K/W): 18.45  77.54  823.62
energy parts: film, oxide, handle, interfaces, sink
  of R_11 (K/W): 43.63  184.45  36.07  5.16  50.00
  of R_13 (K/W): -26.02  173.45  35.40  4.86  50.00
series resistance from oxide top to sink (K/W): 266.786
mean rise at oxide top per watt, fingers 1-3 (K/W): 266.786  266.786  266.786
powers (mW): 100  60  40
linear mean rises (K): 57.31  54.87  52.52
thermometer shift, sigma, depth (um): 1.2  0.9  0.5
displaced thermometers S_12, S_21 (K/W): 271.49  254.91
displaced thermometers S_13, S_31 (K/W): 243.67  233.55
relative asymmetry of S: 5.34 %
off-diagonal film conductivity, peak (W/(m K)): 56
symmetric tilted tensor, asymmetry: 2.1e-06
antisymmetric part, R_12, R_21 (K/W): 263.73  267.81
antisymmetric part reversed, R_12, R_21 (K/W): 267.81  263.73
sink temperature (K): 300; k_Si exponent: -1.3
mean rises with k_Si(T) (K): 58.49  55.54  52.71
incremental matrix row 1 (K/W): 338.18  271.58  239.42
incremental matrix row 2 (K/W): 268.85  302.20  280.04
incremental matrix row 3 (K/W): 234.68  277.32  320.27
finite-difference column 1 (K/W): 338.18  268.85  234.68
relative asymmetry of incremental matrix: 1.40 %
phonon path (um): 0.3; film k factor: 0.944
largest change of R from that factor: 0.81 %
film healing length (um): 14.3; over finger length: 7.2 %
all assertions hold
```
